# The field shift of atomic levels for any spherical nuclear charge: verification in Python

```python
# Result under test: a spherical nucleus of finite size raises an atomic level by
#   shift = (2 pi / 3) * Z * rho(0) * <r^2>       (Hartree atomic units)
# Z: nuclear charge; rho(0): total electron number density at a point nucleus;
# <r^2>: mean-square radius of the nuclear charge, whose density n integrates to 1.
# The potential difference is Delta V = Z/r - Z*phi(r), phi = potential of n.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh

pi = np.pi
NODES, WEIGHTS = np.polynomial.legendre.leggauss(120)


def integrate(f, low, high):
    half = 0.5 * (high - low)
    x = low + half * (NODES + 1)
    return half * np.sum(WEIGHTS * f(x))


def moment(shape, end, power):
    norm = integrate(lambda s: s**2 * shape(s), 0, end)
    return integrate(lambda s: s**(2 + power) * shape(s), 0, end) / norm


def delta_v(shape, end, r):
    """Delta V / Z at radius r, from the charge inside and outside r."""
    norm = integrate(lambda s: s**2 * shape(s), 0, end)
    inside = integrate(lambda s: s**2 * shape(s), 0, r) / norm
    outside = integrate(lambda s: s * shape(s), r, end) / norm
    return 1 / r - inside / r - outside


def volume_integral(shape, end, upper, weight=lambda r: 1.0):
    def integrand(radii):
        return np.array([4 * pi * r**2 * weight(r) * delta_v(shape, end, r)
                         for r in radii])
    return integrate(integrand, 0, upper)


# Average of 1/|r-s| over the directions of s
for r, s in [(0.7, 1.3), (1.3, 0.7)]:
    average = quad(lambda u: 0.5 / np.sqrt(r*r + s*s - 2*r*s*u), -1, 1)[0]
    assert abs(average - 1 / max(r, s)) < 1e-9

# Integral of the potential difference for several charge profiles
profiles = {
    "uniform ball": (lambda s: np.ones_like(s), 1.0),
    "hollow ball": (lambda s: s**2, 1.0),
    "Gaussian": (lambda s: np.exp(-s**2), 8.0),
    "exponential": (lambda s: np.exp(-s), 40.0),
    "Fermi profile": (lambda s: 1 / (1 + np.exp((s - 1) / 0.1)), 4.0),
}
print("Profiles, lengths in a model unit b:")
for name, (shape, end) in profiles.items():
    direct = volume_integral(shape, end, end)
    mean_square = moment(shape, end, 2)
    formula = 2 * pi / 3 * mean_square
    assert abs(direct / formula - 1) < 1e-7
    print(f"{name}: <r^2> = {mean_square:.6f} b^2, "
          f"integral of DeltaV/Z = {direct:.6f} b^2")

# Poisson equation for Delta V away from the origin, by finite differences
shape, end = profiles["Fermi profile"]
r, h = 0.9, 1e-3
r_dv = [x * delta_v(shape, end, x) for x in (r - h, r, r + h)]
laplacian = (r_dv[0] - 2 * r_dv[1] + r_dv[2]) / h**2 / r
charge = 4 * pi * integrate(lambda s: s**2 * shape(s), 0, end)
assert abs(laplacian / (4 * pi * shape(r) / charge) - 1) < 1e-4

# A small ball around the origin contributes 2 pi Z epsilon^2
ball, ball_end = profiles["uniform ball"]
epsilon = 1e-3
small_part = volume_integral(ball, ball_end, epsilon)
assert abs(small_part / (2 * pi * epsilon**2) - 1) < 2e-3

# Parameters of the worked example
Z = 4
bohr_fm = const.physical_constants["Bohr radius"][0] * 1e15
hartree_mhz = const.physical_constants["hartree-hertz relationship"][0] / 1e6
rms_fm, rms2_fm = 2.5, 2.4
rms = rms_fm / bohr_fm
mean_square = rms**2
isotope_fraction = 1 - (rms2_fm / rms_fm)**2
ball_radius = rms / np.sqrt(moment(ball, ball_end, 2))
print(f"Z = {Z}, (Z alpha)^2 = {(Z * const.alpha)**2:.3e}")
print(f"Bohr radius = {bohr_fm:.3f} fm")
print(f"1 hartree / h = {hartree_mhz:.6e} MHz")
print(f"chosen rms radii = {rms_fm} fm and {rms2_fm} fm")
print(f"first rms radius = {rms:.5e} bohr, <r^2> = {mean_square:.5e} bohr^2")
print(f"uniform ball of this rms: radius = {ball_radius:.5e} bohr")
print(f"relative change of <r^2> between radii = {isotope_fraction:.4f}")


def field_shift(density):
    return 2 * pi / 3 * Z * density * mean_square


def full_ratio(radius, n):
    """Exact ns shift for a uniform ball, divided by the formula."""
    R, charge_z = mp.mpf(radius), mp.mpf(Z)
    density = charge_z**3 / (mp.pi * n**3)
    first = 2 * mp.pi / 3 * charge_z * density * 3 * R**2 / 5

    def mismatch(t):
        energy = -charge_z**2 / (2 * n**2) + t * first
        k = mp.sqrt(-2 * energy)
        a, x = 1 - charge_z / k, 2 * k * R
        quotient = mp.hyperu(a + 1, 3, x) / mp.hyperu(a, 2, x)
        outer = x * (-mp.mpf(1) / 2 + 1 / x - a * quotient)
        A, B = -3 * charge_z * R - 2 * energy * R**2, charge_z * R
        older, current = mp.mpf(0), mp.mpf(1)
        value, slope = mp.mpf(1), mp.mpf(1)
        for m in range(1, 50, 2):
            new = (A * current + B * older) / ((m + 2) * (m + 1))
            older, current = current, new
            value += new
            slope += (m + 2) * new
        return outer - slope / value

    return mp.findroot(mismatch, (mp.mpf("0.99"), mp.mpf("1.01")), tol=1e-25)


# One-electron ion: full solution against the formula
mp.mp.dps = 40
density_1s = Z**3 / pi
shift_1s = field_shift(density_1s)
deviation_1s = float(full_ratio(ball_radius, 1) - 1)
deviation_double = float(full_ratio(2 * ball_radius, 1) - 1)
deviation_2s = float(full_ratio(ball_radius, 2) - 1)
assert abs(deviation_1s) < 1e-3 and abs(deviation_2s) < 1e-3
assert abs(deviation_double / deviation_1s - 2) < 0.04

# First-order energy with the true 1s density instead of a constant one
zr = Z * ball_radius
first_order = volume_integral(ball, ball_end, 1.0,
                              lambda r: np.exp(-2 * zr * r))
deviation_first = first_order / volume_integral(ball, ball_end, 1.0) - 1
cusp_formula = -zr * moment(ball, ball_end, 3) / moment(ball, ball_end, 2)
assert abs(deviation_first / cusp_formula - 1) < 2e-3

print("One-electron ion:")
print(f"1s rho(0) = {density_1s:.5f} bohr^-3")
print(f"1s shift = {shift_1s:.5e} hartree = {shift_1s*hartree_mhz:.2f} MHz")
print(f"2s shift = {field_shift(density_1s / 8):.5e} hartree")
print(f"1s isotope difference = {shift_1s * isotope_fraction:.4e} hartree")
print(f"full solution / formula - 1, 1s: {deviation_1s:.4e}")
print(f"same with doubled nuclear radius, 1s: {deviation_double:.4e}")
print(f"full solution / formula - 1, 2s: {deviation_2s:.4e}")
print(f"first order with true 1s density / formula - 1: {deviation_first:.4e}")
print(f"-Z<r^3>/<r^2> for the ball: {cusp_formula:.4e}")

# Restricted Hartree-Fock with normalized concentric s-type Gaussians
size = 26
exponents = 0.03 * 2.2**np.arange(size)
norms = (2 * exponents / pi)**0.75
pair_norm = np.outer(norms, norms)
pair_sum = exponents[:, None] + exponents[None, :]
overlap = pair_norm * (pi / pair_sum)**1.5
kinetic = 3 * np.outer(exponents, exponents) / pair_sum * overlap
P, Q = pair_sum[:, :, None, None], pair_sum[None, None, :, :]
repulsion = (pair_norm[:, :, None, None] * pair_norm[None, None, :, :]
             * 2 * pi**2.5 / (P * Q * np.sqrt(P + Q)))
two_body = (repulsion - 0.5 * repulsion.transpose(0, 2, 1, 3))
two_body = two_body.reshape(size**2, size**2)


def core_hamiltonian(nuclear_rms):
    attraction = -Z * pair_norm * 2 * pi / pair_sum
    if nuclear_rms > 0:                      # Gaussian nuclear charge
        zeta = 1.5 / nuclear_rms**2
        attraction = attraction * np.sqrt(zeta / (zeta + pair_sum))
    return kinetic + attraction


def hartree_fock(pairs, nuclear_rms):
    """Total energy and electron density at the origin."""
    core = core_hamiltonian(nuclear_rms)
    orbitals = eigh(core, overlap)[1][:, :pairs]
    density = 2 * orbitals @ orbitals.T
    mixed, energy = density, 0.0
    for _ in range(120):
        fock = core + (two_body @ mixed.ravel()).reshape(size, size)
        orbitals = eigh(fock, overlap)[1][:, :pairs]
        density = 2 * orbitals @ orbitals.T
        mean_field = (two_body @ density.ravel()).reshape(size, size)
        previous = energy
        energy = np.sum(density * (core + 0.5 * mean_field))
        mixed = 0.5 * (mixed + density)
    assert abs(energy - previous) < 1e-9
    return energy, np.sum(density * pair_norm)


# Basis error of the density at the origin, from the one-electron ion
one_electron = eigh(core_hamiltonian(0.0), overlap)[1][:, 0]
basis_density = (norms @ one_electron)**2
basis_error = basis_density / density_1s - 1
assert abs(basis_error) < 5e-3

# A larger nucleus makes the energy difference easy to resolve
test_rms = 5e-4
results = {}
print("Restricted Hartree-Fock, s-type Gaussian basis:")
print(f"basis functions = {size}")
print(f"relative basis error of one-electron rho(0) = {basis_error:.2e}")
print(f"test rms radius = {test_rms:.1e} bohr")
for label, pairs in [("Be", 2), ("Be2+", 1)]:
    energy, rho0 = hartree_fock(pairs, 0.0)
    raised = hartree_fock(pairs, test_rms)[0] - energy
    predicted = 2 * pi / 3 * Z * rho0 * test_rms**2
    assert abs(raised / predicted - 1) < 0.01
    results[label] = (rho0, raised, predicted)
    shift = field_shift(rho0)
    print(f"{label}: energy = {energy:.5f} hartree, "
          f"rho(0) = {rho0:.3f} bohr^-3")
    print(f"{label}: test shift, SCF difference = {raised:.5e} hartree")
    print(f"{label}: test shift, formula = {predicted:.5e} hartree")
    print(f"{label}: shift at {rms_fm} fm = {shift:.4e} hartree "
          f"= {shift * hartree_mhz:.1f} MHz")

# Double ionization energy: only the density difference matters
density_change = results["Be2+"][0] - results["Be"][0]
raised_change = results["Be2+"][1] - results["Be"][1]
predicted_change = results["Be2+"][2] - results["Be"][2]
assert abs(raised_change / predicted_change - 1) < 0.02
ionization_shift = field_shift(density_change)
print("Double ionization energy, Be2+ minus Be:")
print(f"change of rho(0) = {density_change:.4f} bohr^-3")
print(f"test shift, SCF difference = {raised_change:.4e} hartree")
print(f"test shift, formula = {predicted_change:.4e} hartree")
print(f"shift at {rms_fm} fm = {ionization_shift:.3e} hartree "
      f"= {ionization_shift * hartree_mhz:.1f} MHz")
print(f"isotope difference, {rms_fm} minus {rms2_fm} fm = "
      f"{ionization_shift * isotope_fraction * hartree_mhz:.2f} MHz")
print("tests ok")
```

Running it gives:

```
Profiles, lengths in a model unit b:
uniform ball: <r^2> = 0.600000 b^2, integral of DeltaV/Z = 1.256637 b^2
hollow ball: <r^2> = 0.714286 b^2, integral of DeltaV/Z = 1.495997 b^2
Gaussian: <r^2> = 1.500000 b^2, integral of DeltaV/Z = 3.141593 b^2
exponential: <r^2> = 12.000000 b^2, integral of DeltaV/Z = 25.132741 b^2
Fermi profile: <r^2> = 0.738174 b^2, integral of DeltaV/Z = 1.546029 b^2
Z = 4, (Z alpha)^2 = 8.520e-04
Bohr radius = 52917.721 fm
1 hartree / h = 6.579684e+09 MHz
chosen rms radii = 2.5 fm and 2.4 fm
first rms radius = 4.72432e-05 bohr, <r^2> = 2.23192e-09 bohr^2
uniform ball of this rms: radius = 6.09906e-05 bohr
relative change of <r^2> between radii = 0.0784
One-electron ion:
1s rho(0) = 20.37183 bohr^-3
1s shift = 3.80914e-07 hartree = 2506.29 MHz
2s shift = 4.76142e-08 hartree
1s isotope difference = 2.9864e-08 hartree
full solution / formula - 1, 1s: -3.0996e-04
same with doubled nuclear radius, 1s: -6.2019e-04
full solution / formula - 1, 2s: -3.0995e-04
first order with true 1s density / formula - 1: -2.0328e-04
-Z<r^3>/<r^2> for the ball: -2.0330e-04
Restricted Hartree-Fock, s-type Gaussian basis:
basis functions = 26
relative basis error of one-electron rho(0) = -7.09e-04
test rms radius = 5.0e-04 bohr
Be: energy = -14.57302 hartree, rho(0) = 35.363 bohr^-3
Be: test shift, SCF difference = 7.38565e-05 hartree
Be: test shift, formula = 7.40633e-05 hartree
Be: shift at 2.5 fm = 6.6121e-07 hartree = 4350.6 MHz
Be2+: energy = -13.61130 hartree, rho(0) = 34.333 bohr^-3
Be2+: test shift, SCF difference = 7.17064e-05 hartree
Be2+: test shift, formula = 7.19071e-05 hartree
Be2+: shift at 2.5 fm = 6.4196e-07 hartree = 4223.9 MHz
Double ionization energy, Be2+ minus Be:
change of rho(0) = -1.0295 bohr^-3
test shift, SCF difference = -2.1502e-06 hartree
test shift, formula = -2.1562e-06 hartree
shift at 2.5 fm = -1.925e-08 hartree = -126.7 MHz
isotope difference, 2.5 minus 2.4 fm = -9.93 MHz
tests ok
```
